Branch points of one-dimensional bands: weak potentials and widely spaced wells, part 1

(Sections cited here and not found follow in the second part.)

Kohn's branch point for weak and for strong periodic potentials: a guided problem

An electron of mass m moves in one dimension with the Hamiltonian H = −(ħ²/2m) d²/dx² + V(x), where V is real, has period a, and is integrable over one cell (delta functions are allowed). The abbreviations C = ħ²/2m and U = V/C turn the Schrödinger equation into

ψ″ = (U − E/C) ψ.

For the electron mass C = 0.038100 eV nm². Bands are numbered n = 1, 2, … from the bottom, and gap n is the gap above band n. A prime means d/dx on a function of position, d/dE on μ, and d/dκ on the function f of part (e). Energies are in eV and lengths in nm. The numerical check supplies the computed values, from which the remaining numbers follow by the arithmetic shown, and carries out the tests named below.

(a) Let μ(E) be half the trace of the matrix that carries (ψ, ψ′) across one cell. Find the relation between μ and the Bloch wave number k, locate all points where E(k), continued to complex k, can fail to be analytic, and describe the singularity.

Solution. Let φ₁ and φ₂ be the solutions with φ₁(0) = 1, φ₁′(0) = 0 and φ₂(0) = 0, φ₂′(0) = 1. The transfer matrix M has columns (φ₁(a), φ₁′(a)) and (φ₂(a), φ₂′(a)). Its determinant is the Wronskian φ₁φ₂′ − φ₂φ₁′, which does not depend on x and equals 1 at x = 0. A Bloch solution, ψ(x + a) = λψ(x), is an eigenvector of M, so λ² − 2μλ + 1 = 0 with

μ(E) = ½[φ₁(a) + φ₂′(a)].

The two roots are λ and 1/λ, with sum 2μ. Writing λ = e^{ika} gives

μ(E) = cos ka.

Real k needs |μ| ≤ 1, which defines the bands; in a gap |μ| > 1.

With ν = √(E/C), the solutions obey

φ₁(x) = cos νx + ∫₀ˣ [sin ν(x − y)/ν] U(y) φ₁(y) dy,
φ₂(x) = sin νx/ν + ∫₀ˣ [sin ν(x − y)/ν] U(y) φ₂(y) dy,

as two differentiations confirm. Since |sin νx/ν| ≤ x e^{|Im ν|x}, the j-th iterate is bounded by e^{|Im ν|a} η^j/j! (times a for φ₂), where η = a∫₀ᵃ|U| dx is a dimensionless strength. Every iterate is even in ν and hence entire in E, and the series converges uniformly on bounded sets. So μ is entire and grows no faster than exp(a√(|E|/C)), which is order ½. The alternative bound |sin νx/ν| ≤ e^{|Im ν|x}/|ν| gives, at large |E|, μ = cos νa + O(e^{|Im ν|a}/|ν|). In particular μ → +∞ as E → −∞.

The equation μ(E) = cos ka can be solved analytically for E wherever μ′ ≠ 0, so the zeros of μ′ must be found. None lies inside a band. To see this, take ψ with multiplier λ and φ with multiplier 1/λ, and let χ = ∂ψ/∂E. Differentiating the Schrödinger equation gives χ″ = (U − E/C)χ − ψ/C, and therefore

d/dx (φχ′ − χφ′) = φχ″ − χφ″ = −φψ/C.

Differentiating ψ(x + a) = λψ(x) gives χ(x + a) = λχ(x) + (dλ/dE)ψ(x). The bracket at x = a therefore exceeds its value at x = 0 by (1/λ)(dλ/dE)W, where W = φψ′ − ψφ′ is the constant Wronskian, and

(1/λ)(dλ/dE) W = −(1/C) ∫₀ᵃ φψ dx.

Inside a band |λ| = 1 and λ ≠ ±1, one may take φ = ψ*, and the integral is positive, so dλ/dE ≠ 0. Then μ′ = ½(λ − 1/λ)(1/λ)(dλ/dE) ≠ 0, and μ is monotonic across each band, with one simple zero in it.

All zeros E_j of μ (in this part E_j names a zero of μ; from (b) on it names the energy of band j) are real: μ = 0 means λ = ±i, so ψ is an eigenfunction of the Hermitian H on a ring of four cells. An entire function of order below 1 equals a constant times the product Π(1 − E/E_j) over its zeros (the Hadamard factorization theorem; the energy origin is chosen away from a zero). Taking the logarithmic derivative,

μ′/μ = Σ_j 1/(E − E_j).

Three facts follow. For complex E the imaginary part of the sum is −(Im E) Σ 1/|E − E_j|², which is not zero, so μ′ has only real zeros. Below E₁ every term is negative, so there is no zero of μ′ below band 1. Between E_n and E_{n+1} the sum has derivative −Σ 1/(E − E_j)² < 0 and falls from +∞ to −∞, so μ′ has exactly one zero E₀ there; at that zero (μ′/μ)′ = μ″/μ < 0, so μ″(E₀) ≠ 0 and |μ| has a maximum. Because E₀ cannot be inside a band, it lies in gap n.

μ starts positive and changes sign at each E_j, so its sign in gap n is (−1)ⁿ. Putting k = nπ/a + iκ′ gives cos ka = (−1)ⁿ cosh κ′a, which has that sign. The point μ′ = 0 thus corresponds to

k₀ = G/2 ± i h_n,   G = 2πn/a,   cosh(h_n a) = |μ(E₀)|,

repeated with period 2π/a. Since |μ| is largest at E₀, h_n is the largest decay constant of the evanescent Bloch waves in gap n.

Near this point μ − μ₀ ≈ ½μ″(E₀)(E − E₀)² with μ₀ = μ(E₀), while cos ka − μ₀ ≈ −a sin(k₀a)(k − k₀), and sin k₀a = ±i(−1)ⁿ sinh h_n a is not zero for an open gap. Hence E − E₀ ∝ ±√(k − k₀), a square-root branch point. Along the line Re k = G/2 the energy of band n rises from the lower gap edge and that of band n + 1 falls from the upper edge as Im k grows; they meet at E₀. If the gap is closed, h_n = 0, sin k₀a = 0, and the singularity becomes a crossing of two bands on the real axis.

(b) The lowest band is averaged over the mesh k_j = 2πj/(Na), j = 0, …, N − 1. Find the leading error for large N, and say which branch point governs the sum over n filled bands.

Solution. Write h = h₁ and z = e^{ika}, so that μ = ½(z + 1/z), and expand E₁ = Σ_n ε_n zⁿ with ε_n = ε_{−n}, because E₁ depends on k only through cos ka. The exact zone average is ε₀. The mesh average of zⁿ is (1/N)Σ_j e^{2πijn/N}, which is 1 when N divides n and 0 otherwise, so

mesh average − ε₀ = 2ε_N + 2ε_{2N} + ….

The region of analyticity of E₁ comes first. As a function of μ, E₁ can be continued until it meets a value μ(E₀) of some gap, all of which are real, or until E runs to infinity. The second cannot happen at finite μ: by the large-|E| form in (a), bounded μ needs bounded Im ν, and along a path on which Re ν → ∞ the function cos νa has no limit. On the real half-line μ > μ₀ = −cosh ha, E₁ takes the real values below E₀, where μ′ ≠ 0. So E₁(μ) is analytic in the plane cut along (−∞, μ₀]. In the z plane this cut becomes two cuts on the negative real axis, one from z₀ = −e^{ha} to −∞ and one from 1/z₀ to 0.

Near z₀ put w = z/z₀. Then dμ/dz = ½(1 − 1/z²) and z − z₀ = −z₀(1 − w), so

μ − μ₀ ≈ ½(1/z₀ − z₀)(1 − w) = sinh(ha)(1 − w).

In gap 1 μ has a minimum, μ″(E₀) > 0, and band 1 approaches E₀ from below, which fixes the sign of the root:

E₁ ≈ E₀ − A√(1 − w),   A = √(2 sinh(ha)/μ″(E₀)).

For n > 0, ε_n z₀ⁿ = (1/2πi)∮E₁ w^{−n−1} dw. The contour is pushed outward until it runs out along the upper side of the cut w > 1, round a large circle, and back along the lower side. The circle contributes nothing, because at large |μ| on this sheet μ ≈ ½e^{κa} with E = −Cκ², so |E₁| grows only as the square of ln|w|. Just above the cut 1 − w = −(w − 1) − i0 and √(1 − w) = −i√(w − 1), so E₁ jumps by 2iA√(w − 1) from below to above. With w = e^τ and w − 1 ≈ τ,

ε_n z₀ⁿ ≈ (A/π) ∫₀^∞ √τ e^{−nτ} dτ = (A/π)(√π/2) n^{−3/2}.

Higher powers of τ in the jump give relative corrections of order 1/n. Since z₀^{−n} = (−1)ⁿ e^{−nha}, and ε_{2N} is smaller than ε_N by a further factor e^{−Nha},

mesh error ≈ (−1)^N A N^{−3/2} e^{−Nha}/√π.

This law needs an open gap, h > 0. If the gap is closed, h and A vanish, and |E − E₀| ≈ a|k − k₀|/√|μ″(E₀)| near the zone boundary, so the band has a kink there; ε_n then falls only as n⁻² (for a free electron ε_n = 2C(−1)ⁿ/(na)²) and the mesh error as N⁻². The same proviso, an open gap n, applies to the result for n bands below.

For several filled bands the energies are added. At the branch point of gap j the energies E_j and E_{j+1} are the same power series in +√(k − k₀) and −√(k − k₀); the odd powers cancel in the sum, which is analytic there. For n filled bands only the branch point of gap n survives, and the error falls as e^{−N h_n a}. A single band n, taken alone, is governed by the smaller of h_{n−1} and h_n.

(c) Let V(x) = Σ_G V_G e^{iGx} be weak. Keep only the two plane waves that are degenerate at k = G/2 and find the branch point in terms of the gap.

Solution. Put k = G/2 + q and keep the waves with wave numbers q + G/2 and q − G/2. With V̄ = V₀ the mean potential, the matrix has diagonal elements C(q ± G/2)² + V̄ and off-diagonal elements V_G and V_G*. The diagonal elements are C(q² + G²/4) + V̄ ± CGq, and a 2 × 2 matrix with mean diagonal d, half-difference Δ and off-diagonal product |V_G|² has eigenvalues d ± √(Δ² + |V_G|²):

E± = V̄ + C(G²/4 + q²) ± √[(CGq)² + |V_G|²].

At q = 0 the gap is E_g = 2|V_G|. For q = iκ′ the matrix is no longer Hermitian, the radicand is |V_G|² − (CGκ′)², and it vanishes at κ′ = |V_G|/(CG). With C = ħ²/2m and |V_G| = E_g/2,

h = E_g/(2CG) = m E_g/(ħ²G),   E₀ = E_mid − Ch²,

where E_mid = V̄ + CG²/4 is the middle of the gap. G is the reciprocal lattice vector of the gap in question, 2πn/a, not always the shortest one. The program finds the same zeros from the symbolic discriminant of the 2 × 2 determinant. The truncation needs all Fourier components of V to be small compared with the energy distance to the nearest omitted wave, 2CG² for n = 1 and C(2π/a)(G − 2π/a) for n ≥ 2, so that ha is small compared with π, and it also needs |V_G| to be large compared with the second-order coupling of the two waves through the omitted ones, of order V² divided by that distance. When V_G is that small, or zero, the second-order coupling adds to V_G as a complex number, reinforcing it, cancelling it or standing out of phase with it, and 2|V_G| is no guide to the gap.

(d) Without truncating the basis, find how accurate the result of (c) is when E_g is taken to be the true gap, and when it is taken to be 2|V_G|.

Solution. The first iterates of the integral equations in (a) give

φ₁(a) = cos νa + (1/ν)∫₀ᵃ sin ν(a − y) cos νy U(y) dy + O(η²),
φ₂′(a) = cos νa + (1/ν)∫₀ᵃ cos ν(a − y) sin νy U(y) dy + O(η²).

The two integrands add to sin[ν(a − y) + νy] = sin νa, so the shape of the potential drops out:

μ = cos νa + (sin νa/2ν) ∫₀ᵃ U dy + O(η²).

Since ∫U dy = aV̄/C, and a√(ν² − V̄/C) ≈ νa − aV̄/(2Cν), this agrees to first order with a free electron shifted by V̄:

μ(E) = cos(a k̃) + ρ(E),   k̃ = √((E − V̄)/C),   ρ = O(η²).

ρ is entire and O(η²) on any disc, so by Cauchy's formula its derivatives are O(η²) as well, with energy measured in C/a².

Let F = (−1)ⁿμ and F₀ = (−1)ⁿ cos ak̃ = cos a(k̃ − G/2). With y₁ = E − V̄ − CG²/4, expanding the square root gives k̃ − G/2 = y₁/(CG) − y₁²/(C²G³) + …, so

F₀ = 1 − ½[a/(CG)]² y₁² + [a²/(C³G⁴)] y₁³ + O(y₁⁴).

The maximum of F solves F₀′ ± ρ′ = 0, which puts it at y₁ = O(η²). The curvature there differs from the free one through ρ″ and through the cubic term times the shift, both O(η²):

Λ = |μ″(E₀)| = [a/(CG)]² [1 + O(η²)].

Now expand about the true maximum, y = E − E₀, and let B = F(E₀) − 1, which is O(η²) or smaller:

F = 1 + B − ½Λy² + d₃y³ + O(y⁴),   d₃ = a²/(C³G⁴) to leading order.

The gap edges solve F = 1, or y² = y₀² + (2d₃/Λ)y³ + O(y⁴) with y₀ = √(2B/Λ). One iteration gives

y± = ±y₀ + (d₃/Λ)y₀² + O(y₀³).

The cubic term moves both edges the same way and cancels in the difference, so E_g = 2y₀[1 + O(y₀²)], and y₀² is O(η²). Also cosh ha − 1 = B gives ha = √(2B)[1 + O(B)] = √Λ y₀[1 + O(η²)]. Combining,

h = E_g/(2CG) · [1 + O(η²)] = [m E_g/(ħ²G)] [1 + O(η²)].

Nothing was assumed about the order in V at which the gap opens. With the true gap the relative error of h is second order in the potential, at fixed n. The true gap is 2|V_G| + O(V²), so using 2|V_G| leaves a relative error O(η) when V_G is itself first order. This error is first order for the delta chain of (g); it is of higher order when no two-step path couples the two waves, as for the first gap of a pure cosine. The estimate from 2|V_G| fails altogether when V_G is zero or is itself of second order in V. The common shift of the edges is (d₃/Λ)y₀² = y₀²/(CG²) = Ch², since y₀ = CGh, which reproduces E₀ = E_mid − Ch² from (c).

(e) Let V be a chain of identical wells, each vanishing for |x| > b/2 about its centre, with b < a. For E = −Cκ² express μ through a property of one well, and relate that property at a bound level to the tails of the bound state.

Solution. Outside a well the solutions are e^{±κx}. Define f and r by the solution of the single-well problem that equals e^{κx} on the left and f(κ)e^{κx} + r(κ)e^{−κx} on the right. The equation contains only κ², so replacing κ by −κ gives the solution that is e^{−κx} on the left and f(−κ)e^{−κx} + r(−κ)e^{κx} on the right. In the basis (e^{κx}, e^{−κx}) the matrix across the well has diagonal elements f(κ) and f(−κ). Moving the origin to the next well, e^{±κx} = e^{±κa}e^{±κ(x−a)}, multiplies the two rows by e^{±κa}. The trace does not depend on the basis, so for every a > b

μ = ½[f(κ)e^{κa} + f(−κ)e^{−κa}].

A bound level of one well, E = −E_b = −Cκ_n², is a solution with no growing wave on the right: f(κ_n) = 0, κ_n = √(2mE_b)/ħ, with κ₁ > κ₂ > ….

For the slope of f, let ψ be the defining solution and χ = ∂ψ/∂κ. From ψ″ = (U + κ²)ψ follows χ″ = (U + κ²)χ + 2κψ, so

d/dx (ψχ′ − χψ′) = 2κψ².

On the left χ = xe^{κx}, and the bracket is e^{κx}(1 + κx)e^{κx} − xκe^{2κx} = e^{2κx}, which vanishes as x → −∞. On the right, at κ = κ_n, ψ = re^{−κx} and χ = f′e^{κx} + (r′ − rx)e^{−κx}, the term fxe^{κx} being absent because f = 0. The growing part contributes rf′(κ + κ) = 2κrf′ to the bracket, and the rest decays. Integrating over the whole line,

r f′(κ_n) = ∫ψ² dx.

Let the normalized bound state have tails N₋e^{κ_n x} on the left and N₊e^{−κ_n x} on the right. Then N₋ = 1/‖ψ‖ and N₊ = r/‖ψ‖, so N₊N₋ = r/‖ψ‖² and

f′(κ_n) = 1/(N₊N₋).

The product has the dimension of an inverse length, does not change when the origin is shifted or the overall sign reversed, and has the sign (−1)^{n−1} because level n has n − 1 nodes.

(f) For a → ∞ find band n, then the branch point of the gap above it through order 1/a in h_n a. Decide in what sense h_n has a limit, and whether the nearest-neighbour band contains this information.

Solution. Put κ = κ_n + δ and f = f′δ(1 + βδ + O(δ²)), with f′ = f′(κ_n) and β = f″/(2f′), a length.

In the band |μ| ≤ 1 while e^{κa} is large, so δ is exponentially small. Then e^{δa} ≈ 1, and the term f(−κ)e^{−κa} shifts δ only at order e^{−2κ_n a}. The Bloch condition becomes ½f′δe^{κ_n a} = cos ka, or δ = 2N₊N₋e^{−κ_n a} cos ka. With δE = −2Cκ_nδ,

E_n(k) ≈ −E_b − 2t cos ka,   t = 2Cκ_n N₊N₋e^{−κ_n a} = ħ²κ_n N₊N₋e^{−κ_n a}/m.

This band is an entire function of k and has no branch point: it corresponds to a μ linear in E, whose slope never vanishes. The linearization needs |δ|a ≪ 1, and the extremum of μ lies outside that range.

In the gap the second term of μ is smaller than the first by a factor of about e²a|N₊N₋f(−κ_n)|e^{−2κ_n a} at the δ ≈ −1/a found below (the e² is e^{−2δa}), and is dropped. For κ > 0, dμ/dE = 0 is the same as dμ/dκ = 0. Then

ln 2|μ| = κ_n a + ln|f′| + L(δ),   L = (a + β)δ + ln|δ| + O(δ²).

The condition L′ = a + β + 1/δ = 0 gives δ = −1/(a + β). The root has δ < 0, which is an energy above the level, so by the uniqueness shown in (a) it is the branch point of gap n, at E₀ ≈ −C[κ_n − 1/(a + β)]². At the root

L = −1 − ln(a + β) + O(a⁻²) = −1 − ln a − β/a + O(a⁻²).

Finally arccosh y = ln(y + √(y² − 1)) = ln 2y − 1/(4y²) − …, and the correction, of order e^{−2ha}, is negligible. With |f′| = 1/|N₊N₋|,

h_n a = κ_n a − 1 − ln(|N₊N₋| a) − β/a + O(a⁻²).

Dividing by a,

h_n = √(2mE_b)/ħ − [1 + ln(|N₊N₋|a)]/a + O(a⁻²).

So h_n does tend to √(2mE_b)/ħ, but from below once a is large enough for the bracket to be positive, and slowly: the deficit falls as (ln a)/a, although the band width 4|t| falls exponentially. E_b is the binding energy of level n, the highest filled level when n bands are filled. For band n alone the gap below has h_{n−1} → κ_{n−1} > κ_n, so in the limit a → ∞ the gap above governs it too; at finite a the smaller of h_{n−1} and h_n decides, and a level n − 1 lying close below level n can make it the gap below. The expansion needs the dropped terms to be small, which means h_n a ≫ 1 and κ_n(a − b) ≫ 1 (for a well of finite width N₊N₋ and f(−κ_n) can each grow as e^{κ_n b}, as part (i) shows), and further a ≫ |β|, and 1/a small compared with κ_n − κ_{n+1}; wells with slowly decaying tails have no region of pure exponentials and are not covered.

The leading terms can be rewritten with the hopping. Since E₀ + E_b ≈ 2Cκ_n/a,

e^{−h_n a} ≈ e |N₊N₋| a e^{−κ_n a} = e|t|/(E₀ + E_b).

This ratio estimates e^{−h_n a} only to a relative error of order 1/a: for the chain of (h)(ii) e^{−ha} = 0.0408, while the two forms give 0.0507 and 0.0443. By (b) the Fourier coefficient ε_j of a band governed by this branch point falls, apart from a factor j^{−3/2}, as e^{−j h_n a}. When e|N₊N₋|a > 1 this is slower than the e^{−jκ_n a} of the tail of an isolated well at distance ja; a well with weak tails, such as one enclosed by barriers, meets that condition only at large a, and below it h_n exceeds κ_n as long as the conditions of the expansion hold; a level n + 1 closer than 1/a in κ violates them and can bring h_n below κ_n. The extra factor per cell has two sources in 2|μ| ≈ |f|e^{κa} at δ ≈ −1/a: the well contributes 1/|f| ≈ |N₊N₋|a, and the slower decay at the shifted energy contributes e^{−δa} ≈ e.

Parts (a) to (f) have located the branch point in each open gap, tied it to the error of mesh averages, and found h_n for weak potentials and for widely spaced wells. It remains to apply these results to the delta chain and to test them numerically, including for a gap with V_G = 0 and a well with an excited level.
